# Idempotent One-Particle Density Matrices and Single Slater Determinants

## Two electrons in four spin orbitals

Take two spatial orbitals, 1 and 2, each with spin \(\alpha\) or \(\beta\), and put two electrons into them in the state

\[
\Psi=c_1\,a^\dagger_{1\alpha}a^\dagger_{1\beta}|0\rangle+c_2\,a^\dagger_{2\alpha}a^\dagger_{2\beta}|0\rangle ,\qquad |c_1|^2+|c_2|^2=1 .
\]

The one-particle density matrix in an orthonormal set of spin orbitals is defined as

\[
\gamma_{pq}=\langle\Psi|a_q^\dagger a_p|\Psi\rangle .
\]

For \(p\neq q\) the operator \(a_q^\dagger a_p\) replaces one spin orbital. The two configurations differ in two spin orbitals, so it cannot connect them, nor can it return a configuration to itself. The off-diagonal elements therefore vanish. A diagonal element is the probability that the spin orbital is filled:

\[
\gamma=\mathrm{diag}\left(|c_1|^2,|c_1|^2,|c_2|^2,|c_2|^2\right).
\]

A diagonal matrix equals its square when each entry satisfies \(n^2=n\), that is, \(n=0\) or \(n=1\). Here this requires \(c_2=0\) or \(c_1=0\), and then one determinant is left.

This does not yet settle the matter. When both coefficients are nonzero, could \(\Psi\) be a single determinant of some other orbitals? And does idempotency force a determinant for any number of electrons? Both questions are answered by the following statement.

**Statement.** Let \(\Psi\) be a normalized state of \(N\geq1\) electrons. It is a single Slater determinant if and only if \(\gamma^2=\gamma\).

Here \(\gamma\) is the full spin-orbital matrix. I work in a finite orthonormal basis of \(M\) spin orbitals and return to other settings below.

## Occupations as lengths of vectors

To be free of a particular basis, define for any orbital \(f\) with components \(f_p\)

\[
a(f)=\sum_p f_p^*a_p,\qquad a^\dagger(f)=\sum_p f_p a_p^\dagger .
\]

From \(a_pa_q^\dagger+a_q^\dagger a_p=\delta_{pq}\) it follows that

\[
a(f)a^\dagger(g)+a^\dagger(g)a(f)=\sum_{pq}f_p^*g_q\delta_{pq}=\langle f|g\rangle ,
\]

and from the definition of \(\gamma\),

\[
\langle f|\gamma|g\rangle=\sum_{pq}f_p^*\gamma_{pq}g_q=\langle\Psi|a^\dagger(g)a(f)|\Psi\rangle .
\]

Set \(g=f\) with \(\langle f|f\rangle=1\). The last equation becomes a squared norm:

\[
\langle f|\gamma|f\rangle=\|a(f)\Psi\|^2\geq0 .
\]

The anticommutator, taken in the state \(\Psi\), gives the complementary one:

\[
1-\langle f|\gamma|f\rangle=\langle\Psi|a(f)a^\dagger(f)|\Psi\rangle=\|a^\dagger(f)\Psi\|^2\geq0 .
\]

The matrix \(\gamma\) is Hermitian, so it has orthonormal eigenvectors \(\varphi_i\), the natural orbitals, with eigenvalues \(n_i\), the natural occupations. Putting \(f=\varphi_i\) gives

\[
0\leq n_i\leq1,\qquad \sum_i n_i=\mathrm{tr}\,\gamma=\sum_p\langle\Psi|a_p^\dagger a_p|\Psi\rangle=N .
\]

The proof uses more than the inequality. The distance of \(n_i\) from one is the squared length of \(a^\dagger(\varphi_i)\Psi\), so an occupation of one says something about the whole state vector.

## A determinant gives a projector

A nonzero determinant can be written with orthonormal orbitals: orthogonalizing its orbitals one after another adds to each a combination of the others, which leaves the determinant unchanged, and rescaling them changes only a prefactor. So let

\[
\Phi=a^\dagger(\varphi_1)\cdots a^\dagger(\varphi_N)|0\rangle ,
\]

and complete \(\varphi_1,\dots,\varphi_N\) to an orthonormal basis. Write \(a_i=a(\varphi_i)\). The elements \(\langle\varphi_i|\gamma|\varphi_j\rangle=\langle\Phi|a_j^\dagger a_i|\Phi\rangle\) are found case by case:

- If \(i\) is empty, \(a_i\Phi=0\) and the element is zero.
- If \(i\) is filled and \(j\neq i\), then \(a_j^\dagger a_i\Phi\) is zero (\(j\) filled) or a different determinant, orthogonal to \(\Phi\) (\(j\) empty). The element is zero.
- If \(i=j\) is filled, the element is one.

Hence

\[
\gamma=\sum_{i=1}^N|\varphi_i\rangle\langle\varphi_i| ,\qquad
\gamma^2=\sum_{i,j=1}^N|\varphi_i\rangle\langle\varphi_i|\varphi_j\rangle\langle\varphi_j|=\gamma .
\]

This answers the first question of the opening case. With \(c_1c_2\neq0\) the matrix is not idempotent, so no choice of orbitals turns that state into one determinant.

A limit in the other direction is \(N\) electrons in \(M=N+1\) spin orbitals. A general state has \(N+1\) terms, each with one hole, so it has the form \(\Psi=a(f)|\text{full}\rangle\) with a unit vector \(f\). In a basis that contains \(f\), this is the filled shell with \(f\) removed: one determinant, with \(\gamma=1-|f\rangle\langle f|\), which is idempotent. The number of terms in an expansion depends on the basis; the idempotency of \(\gamma\) does not.

## An idempotent matrix gives a determinant

Let \(\gamma^2=\gamma\). Acting on a natural orbital gives \(n_i^2=n_i\), so each occupation is zero or one. Their sum is \(N\), so there are \(N\) ones; label them \(i=1,\dots,N\).

For these orbitals the upper bound is reached:

\[
\|a_i^\dagger\Psi\|^2=1-n_i=0\quad\Rightarrow\quad a_i^\dagger\Psi=0 .
\]

Insert this into the anticommutator:

\[
\Psi=\left(a_ia_i^\dagger+a_i^\dagger a_i\right)\Psi=a_i^\dagger a_i\Psi .
\]

Now expand \(\Psi\) in the determinants built from natural orbitals,

\[
\Psi=\sum_I C_I\Phi_I ,
\]

where \(I\) runs over the sets of \(N\) filled orbitals. The operator \(a_i^\dagger a_i\) keeps \(\Phi_I\) if \(i\in I\) and removes it otherwise. Since it leaves \(\Psi\) unchanged, \(C_I=0\) for every \(I\) that lacks \(i\). This holds for \(i=1,\dots,N\), so a surviving set contains all of \(1,\dots,N\). It has \(N\) members, so it is \(I_0=\{1,\dots,N\}\), and

\[
\Psi=C_{I_0}\Phi_{I_0},\qquad |C_{I_0}|=1 .
\]

The state is a determinant, fixed by \(\gamma\) up to a phase. This completes the proof.

**Mixed states.** For \(\Gamma=\sum_k p_k|\Psi_k\rangle\langle\Psi_k|\) with \(p_k>0\) and \(N\) electrons in each \(\Psi_k\), the same norm identity reads \(1-n_i=\sum_kp_k\|a_i^\dagger\Psi_k\|^2\). If it vanishes, each term vanishes, and the argument applies to each \(\Psi_k\). They all equal \(\Phi_{I_0}\) up to a phase. An idempotent \(\gamma\) thus excludes a true mixture.

**Infinite basis.** There \(\gamma\) is positive with finite trace \(N\), so it still has a complete set of eigenvectors, and the steps above carry over.

**Nonorthogonal basis.** With overlap matrix \(S\) and density matrix \(P\) in atomic orbitals of one spin, the orthonormal-basis matrix is \(S^{1/2}PS^{1/2}\). Its square is \(S^{1/2}PSPS^{1/2}\), so the condition becomes \(PSP=P\).

## Where Fermi statistics enters

For bosons the commutator replaces the anticommutator, and \(\|b^\dagger(f)\Psi\|^2=1+\langle f|\gamma|f\rangle\). Occupation one is then no extreme value, and the step from \(n_i=1\) to a property of \(\Psi\) is lost. Three bosons in three modes show that the conclusion is lost too:

\[
\Psi_B=\frac{|300\rangle+|030\rangle+|003\rangle}{\sqrt3} .
\]

Each mode has mean occupation \(3\times\tfrac13=1\). Moving one boson out of \(|300\rangle\) gives a state such as \(|210\rangle\), orthogonal to \(\Psi_B\), so the off-diagonal elements vanish. Thus \(\gamma\) is the identity, which is idempotent.

Yet \(\Psi_B\) is not a symmetrized product of three orbitals. Replace the three creation operators by commuting variables \(x,y,z\). The state becomes a multiple of \(x^3+y^3+z^3\), while a symmetrized product becomes a product \(l_1l_2l_3\) of linear forms. The equations \(l_1=l_2=0\) have a solution other than the origin, and there the gradient

\[
l_2l_3\nabla l_1+l_1l_3\nabla l_2+l_1l_2\nabla l_3
\]

vanishes. The gradient of \(x^3+y^3+z^3\) is \(3(x^2,y^2,z^2)\), which vanishes at the origin alone. The two polynomials cannot agree.

## Nearly idempotent matrices

A computed \(\gamma\) may be idempotent only approximately, so the theorem is more useful with an error estimate. Order the occupations downward, let \(\Phi_{I_0}\) be the determinant of the first \(N\) natural orbitals, and define

\[
w=|\langle\Phi_{I_0}|\Psi\rangle|^2,\qquad
d=\mathrm{tr}(\gamma-\gamma^2)=\sum_in_i(1-n_i),
\]

\[
h=\sum_{i\leq N}(1-n_i)=N-\sum_{i\leq N}n_i=\sum_{i>N}n_i .
\]

The number \(h\) is the mean number of holes in \(\Phi_{I_0}\). If \(k_I\) of the first \(N\) orbitals are missing from \(I\), then \(h=\sum_I|C_I|^2k_I\). The set \(I_0\) has \(k_I=0\); every other set has \(1\leq k_I\leq N\). The total weight of those other sets is \(1-w\), so

\[
1-w\leq h\leq N(1-w) .
\]

Next compare \(h\) with \(d\). The bounds on \(n_i\) give \(n_i(1-n_i)\leq1-n_i\), used for \(i\leq N\), and \(n_i(1-n_i)\leq n_i\), used for \(i>N\). Each group sums to at most \(h\), so \(d\leq2h\).

For the opposite direction, \(n_i\geq n_N\) in the first group and \(1-n_i\geq1-n_{N+1}\) in the second (set \(n_{N+1}=0\) if \(M=N\)). Therefore

\[
d\geq n_N\sum_{i\leq N}(1-n_i)+(1-n_{N+1})\sum_{i>N}n_i=(1+n_N-n_{N+1})\,h\geq h .
\]

Combining \(1-w\leq h\leq d\) with \(1-w\geq h/N\geq d/(2N)\) gives

\[
\frac{d}{2N}\leq1-w\leq d .
\]

For \(d=0\) this returns \(w=1\), and for \(w=1\) it returns \(d=0\).

The opening case tests how tight these bounds are. Let \(n=|c_1|^2>\tfrac12\). Then \(w=n\), and

\[
d=2n(1-n)+2(1-n)n=4n(1-n),\qquad h=2(1-n) .
\]

As \(n\to1\), \(d\to4(1-w)=2N(1-w)\) to leading order, so the lower bound is approached. At \(n=\tfrac12\) all four occupations are equal and the choice of the "first two" orbitals is free. Choosing \(1\alpha\) and \(2\beta\) gives \(w=0\) and \(h=d=1\), so the upper bound is reached.

The numerical check also approaches the converse without assuming a determinant. For three electrons in six spin orbitals it minimizes \(d\) from six random states, all starting above 0.9. The largest final \(d\) is \(1.0\times10^{-11}\), and the largest final \(1-w\) is \(1.9\times10^{-12}\).

## Ethylene twisted about its double bond

Twisting C2H4 about the C–C axis breaks the \(\pi\) bond and realizes the opening case in a molecule, as long as only the two \(\pi\) electrons are correlated. I use a rigid, unoptimized geometry (C–C 1.34 Å, C–H 1.09 Å, H–C–C 121°) and the 6-31G basis.

The singlet CASSCF(2,2) state has 14 electrons in filled core orbitals and two in two active orbitals. Its active part is \(\sum_{ij}C_{ij}a^\dagger_{i\alpha}a^\dagger_{j\beta}\), with \(C\) real and symmetric for a singlet. An orbital rotation diagonalizes \(C\) and leaves two closed-shell configurations, as in the opening state. The core has \(n=1\) and adds nothing to \(d\) or \(h\), so the formulas for \(w\), \(d\) and \(h\) carry over, now with \(N=16\).

At the planar geometry the stronger active orbital has occupation 0.9510 per spin:

\[
d=4\times0.9510\times0.0490=0.1864,\qquad h=2\times0.0490=0.0980 .
\]

The weight, computed separately from overlaps between determinants, is \(w=0.9510\). The bounds read \(0.1864/32=0.0058\leq0.0490\leq0.1864\). Along the twist, rounded to two decimals:

| Twist | \(n\) | \(1-w\) | \(d\) |
|---|---|---|---|
| 0° | 0.95 | 0.05 | 0.19 |
| 30° | 0.94 | 0.06 | 0.22 |
| 60° | 0.89 | 0.11 | 0.38 |
| 80° | 0.72 | 0.28 | 0.81 |
| 90° | 0.50 | not unique | 1.00 |

These numbers belong to this model and this basis. With polarization functions (cc-pVDZ or 6-311G**) \(n\) rises by about 0.005 at 0° and 0.017 at 80°, and \(d\) falls by about 0.02 and 0.03. Correlating all electrons matters more: in 6-31G the CCSD density gives \(d\approx0.44\) at 0° and \(0.58\) at 60°, against 0.19 and 0.38 in the table.

The value one half at 90° follows from symmetry. A quarter turn about the C–C axis combined with reflection through the midplane maps the molecule onto itself. Let \(A\) and \(B\) be the \(\pi\)-type orbitals centred on the two carbons, each perpendicular to its own CH2 plane. With a suitable choice of signs the operation sends \(A\) to \(-B\) and \(B\) to \(A\); applied twice it is a half turn about the axis, which reverses each. Hence \(A+B\) goes to \(A-B\) and \(A-B\) goes to \(-(A+B)\). These two active orbitals, which are the bonding and antibonding ones at smaller twist, are exchanged up to sign. If the state is carried into a multiple of itself, the two occupations are equal. Per spin they share one electron, so each is \(\tfrac12\).

The RHF matrix has \(d=0\) to the printed digits at every angle, including 90°. There the RHF equations have more than one solution: a polarized one with a dipole moment lies at \(-77.791\) hartree and a lower one without a dipole at \(-77.825\) hartree. Each is a determinant, and both lie well above the \(-77.918\) hartree of CASSCF. Idempotency says that the state which produced \(\gamma\) is a determinant. It does not say that this state is a good approximation.

## What summing over spin loses

For states with a definite spin projection, \(\gamma\) has separate blocks \(\gamma^\alpha\) and \(\gamma^\beta\). Consider their sum \(D=\gamma^\alpha+\gamma^\beta\), with eigenvalues between zero and two.

If \(D^2=2D\), these eigenvalues are zero or two. An eigenvalue of two forces \(\langle f|\gamma^\alpha|f\rangle=\langle f|\gamma^\beta|f\rangle=1\), since neither can exceed one. The norm identity then gives \(a^\dagger(f\alpha)\Psi=a^\dagger(f\beta)\Psi=0\), so the spatial orbital \(f\) is filled with both spins. Since \(\mathrm{tr}\,D=N\), there are \(N/2\) such orbitals. Their \(N\) spin orbitals hold all the electrons, and the argument of the proof above makes the state a closed-shell determinant. Conversely, a closed-shell determinant has \(\gamma^\alpha=\gamma^\beta\), both projectors, so \(D^2=4(\gamma^\alpha)^2=4\gamma^\alpha=2D\).

An open-shell determinant fails this condition although its \(\gamma\) is idempotent. At 90° the high-spin triplet ROHF state of ethylene is a single determinant, with \(d=0\) to the printed digits. The singlet CASSCF state has \(d=1.00\) and is not a determinant. Yet near the gap both have the same spin-summed occupations to three decimals: 2.000, 1.000, 1.000, 0.000. Two singly occupied spatial orbitals may hold parallel spins in one determinant or a singlet pair in two. The occupations of \(D\) do not tell these apart; those of \(\gamma\) do.

## Numbers as computed

```
Model: spin orbitals M = 6 , electrons N = 3
Random state: d = 0.8573, h = 0.5480, 1-w = 0.2719
Random state: lower bound d/(2N) = 0.1429
Minimizations of d from random states: 6
Smallest starting d = 0.9424
Largest final d = 1.0e-11
Largest final 1-w = 1.9e-12
Boson state occupations: 1.0000 1.0000 1.0000
C2H4: C-C 1.34 angstrom, C-H 1.09 angstrom, H-C-C 121 degrees
C2H4 electrons: 16 ; basis functions: 26
Twist 0 deg: E(RHF) = -78.00314 hartree, E(CASSCF) = -78.03428 hartree
  per-spin occupations 0.9510 and 0.0490
  d(RHF) = 0.0000, d(CASSCF) = 0.1864, h(CASSCF) = 0.0980
  w = 0.9510, 1-w = 0.0490, d/(2N) = 0.0058
Twist 30 deg: E(RHF) = -77.98276 hartree, E(CASSCF) = -78.01591 hartree
  per-spin occupations 0.9428 and 0.0572
  d(RHF) = 0.0000, d(CASSCF) = 0.2159, h(CASSCF) = 0.1145
  w = 0.9428, 1-w = 0.0572, d/(2N) = 0.0067
Twist 60 deg: E(RHF) = -77.92243 hartree, E(CASSCF) = -77.96465 hartree
  per-spin occupations 0.8941 and 0.1059
  d(RHF) = 0.0000, d(CASSCF) = 0.3786, h(CASSCF) = 0.2117
  w = 0.8941, 1-w = 0.1059, d/(2N) = 0.0118
Twist 80 deg: E(RHF) = -77.86141 hartree, E(CASSCF) = -77.92546 hartree
  per-spin occupations 0.7205 and 0.2795
  d(RHF) = 0.0000, d(CASSCF) = 0.8054, h(CASSCF) = 0.5589
  w = 0.7205, 1-w = 0.2795, d/(2N) = 0.0252
Twist 90 deg: E(RHF) = -77.79075 hartree, E(CASSCF) = -77.91762 hartree
  per-spin occupations 0.5000 and 0.5000
  d(RHF) = 0.0000, d(CASSCF) = 1.0000, h(CASSCF) = 1.0000
Triplet ROHF at 90 deg: E = -77.92017 hartree, d = 0.0000
Spin-summed occupations near the gap, triplet ROHF: 0.000 1.000 1.000 2.000
Spin-summed occupations near the gap, singlet CASSCF: 0.000 1.000 1.000 2.000
```
